# The Transmission Zero of a Driven Delta Well Beyond Two Sidebands

## Problem

An electron moves in one dimension past an attractive delta well whose strength oscillates. In atomic units ($\hbar=m=e=1$),

$$
H=\frac{p^2}{2}-\left[g+\lambda\cos\omega t\right]\delta(x),\qquad g>0,\quad 0<\lambda\ll g .
$$

The static well has one bound state, of energy $E_b=-g^2/2$. A plane wave arrives from the left with energy $E=E_b+\omega$, one photon energy above the bound state, and $\omega>|E_b|$ so that $E>0$.

(a) Keep the incident channel and one sideband on each side of it. Show that nothing is transmitted.

(b) Decide whether weak modulation justifies leaving out the other sidebands at this energy.

(c) Find the energy at which the full transmission vanishes, and the width of the resonance.

For numbers take $E_b=-1$ eV, $\omega=1.5$ eV and $\lambda=0.1\,g$, so $E=0.5$ eV. These are round model parameters and stand for no particular material. They give $g=3.90$ eV Å.

## First estimate by scaling

Suppose that $\omega$, $E$ and $|E_b|$ are all comparable with $g^2$. Away from resonance, each exchange of a photon then costs a factor of order $\lambda/g=0.1$ in amplitude. On this count the second sidebands have amplitude $0.01$ and can be dropped.

At the stated energy, however, emission of one photon leads into the bound state. That state is fed in proportion to $\lambda$, and it loses amplitude by a process of second order, in proportion to $\lambda^2$. Its steady amplitude is therefore of order $g/\lambda=10$. One further photon emission costs a factor $\lambda/g$, which leaves an amplitude of order

$$
\frac{\lambda}{g}\cdot\frac{g}{\lambda}=1
$$

in the second lower sideband. The two counts disagree, and the second one casts doubt on the truncation.

The width and any displacement of the resonance should be of order $\lambda^2$, which is an energy in these units. Since $g^2=2|E_b|=2$ eV, this is $0.01\times 2=0.02$ eV. Scaling gives no numerical factors and cannot say where the transmission vanishes.

## Exact solution

### The channel equations

The potential is periodic in time, so the steady state has the form

$$
\psi(x,t)=\sum_n \phi_n(x)\,e^{-iE_nt},\qquad E_n=E+n\omega,\qquad k_n=\sqrt{2E_n}.
$$

For $E_n<0$ the channel is closed. We then write $k_{-m}=i\kappa_m$ with $\kappa_m=\sqrt{2(m\omega-E)}>0$, so that the wave decays away from the well. With a unit incident wave in channel 0,

$$
\phi_n=\begin{cases}\delta_{n0}e^{ik_0x}+r_ne^{-ik_nx}, & x<0,\\ t_ne^{ik_nx}, & x>0.\end{cases}
$$

Continuity at $x=0$ gives $r_n=t_n-\delta_{n0}$. The slope therefore jumps by

$$
\phi_n'(0^+)-\phi_n'(0^-)=ik_nt_n-ik_n(\delta_{n0}-r_n)=2ik_n(t_n-\delta_{n0}).
$$

Because $\cos\omega t=\tfrac12(e^{i\omega t}+e^{-i\omega t})$, the modulation couples channel $n$ to $n\pm1$ with strength $\lambda/2$. Integrating the Schrödinger equation across the well shows that the same jump equals $-2\left[g\,t_n+\tfrac{\lambda}{2}(t_{n+1}+t_{n-1})\right]$. Equating the two forms and dividing by 2,

$$
(g+ik_n)\,t_n+\frac{\lambda}{2}\left(t_{n+1}+t_{n-1}\right)=ik_0\,\delta_{n0}. \tag{1}
$$

The time-averaged transmission is the transmitted flux over the incident flux, $T=\sum_{\rm open}(k_n/k_0)|t_n|^2$.

For $\lambda=0$, equation (1) gives $T=k_0^2/(k_0^2+g^2)$, which is $0.333$ here. Without a source it requires $g-\kappa=0$, which is the bound state at $-g^2/2$.

### (a) Two sidebands

Keep $n=-1,0,1$. Since $E-\omega=E_b$, we have $\kappa_1=g$, and the diagonal coefficient $g-\kappa_1$ of channel $-1$ is zero. The three equations become

$$
\frac{\lambda}{2}t_0=0,\qquad
(g+ik_0)t_0+\frac{\lambda}{2}(t_1+t_{-1})=ik_0,\qquad
(g+ik_1)t_1+\frac{\lambda}{2}t_0=0 .
$$

The first gives $t_0=0$. The third then gives $t_1=0$, because $g+ik_1\neq0$ for real $k_1$. Both open channels are empty on the right, so $T=0$ for any $\lambda\ne0$, and $r_0=-1$: the electron is wholly reflected. The second equation fixes the bound-channel amplitude,

$$
t_{-1}=\frac{2ik_0}{\lambda}. \tag{2}
$$

With $k_0/g=0.7071$ its modulus is $2\times0.7071/0.1=14.1$. The wave that the oscillating well sends from this channel back into channel 0 cancels the incident wave at $x=0$.

### (b) The sideband that was left out

In the full set, the equation for $n=-1$ at this energy reads $t_0+t_{-2}=0$. Transmission vanishes only if $t_{-2}$ does. But $t_{-2}$ is driven by the large $t_{-1}$.

To find the limit of weak drive, note that (1) makes $t_1$ and $t_{-3}$ of order $\lambda$ when $t_0$ and $t_{-2}$ are of order one. The equation for $n=-2$ is

$$
(g-\kappa_2)t_{-2}+\frac{\lambda}{2}(t_{-1}+t_{-3})=0,\qquad \kappa_2=\sqrt{2(2\omega-E)}=\sqrt{g^2+2\omega}.
$$

Dropping $t_{-3}$ and inserting $t_{-2}=-t_0$,

$$
\frac{\lambda}{2}t_{-1}=(\kappa_2-g)t_{-2}=-(\kappa_2-g)t_0 .
$$

In the equation for $n=0$, the term $\tfrac{\lambda}{2}t_1$ is of order $\lambda^2$ and drops out. What remains is $(g+ik_0)t_0-(\kappa_2-g)t_0=ik_0$, so

$$
t_0\to\frac{ik_0}{2g-\kappa_2+ik_0},\qquad
T\to\frac{k_0^2}{k_0^2+(\kappa_2-2g)^2}\qquad(\lambda\to0). \tag{3}
$$

The strength $\lambda$ has cancelled. With $\kappa_2/g=1.5811$, $T\to0.5/(0.5+0.4189^2)=0.740$. The truncation is therefore not justified at this energy, however weak the modulation.

Equation (3) depends strongly on frequency:

- At $\omega=3|E_b|=3g^2/2$ we have $\kappa_2=2g$, and $T\to1$. The two-sideband model predicts total reflection where the full model approaches full transmission for weak drive.
- For $\omega\gg g^2$, both $k_0$ and $\kappa_2$ approach $\sqrt{2\omega}$, and $T\to1/2$.
- For $\omega\to|E_b|$, $k_0\to0$ while $\kappa_2\to\sqrt2\,g$, and $T\to0$. This is the slow electron at threshold.

In the example the limit (3), $0.740$, also differs from the undriven value $0.333$. It describes a steady state at one sharp energy, and the resonance needs a time of order $1/\lambda^2$ to build up. A wave packet much broader in energy than the resonance mostly misses it and is transmitted nearly as by the static well.

### (c) The true zero

Let $E$ now vary within $0<E<\omega$, where all channels below 0 are closed. Their equations have real coefficients. Solving them upwards from large $m$, with amplitudes that decay as $m$ grows, gives

$$
t_{-2}=\frac{\lambda}{2D_2}t_{-1},\qquad D_m=\kappa_m-g-\frac{\lambda^2}{4D_{m+1}} .
$$

The equation for $n=-1$ then becomes

$$
\left(g-\kappa_1+\frac{\lambda^2}{4D_2}\right)t_{-1}+\frac{\lambda}{2}t_0=0 .
$$

Suppose the energy satisfies

$$
\kappa_1=g+\frac{\lambda^2}{4D_2}. \tag{4}
$$

Then $t_n=0$ for every $n\ge0$, with $t_{-1}$ from (2) and the lower amplitudes from the recursion, satisfies all the equations. For weak drive, (4) has a root: $\kappa_1-g$ passes through zero at $E_b+\omega$, while the real correction is small and continuous.

This solution is unique. The difference of two solutions obeys (1) without a source. Multiply by $t_n^*$ and sum over $n$. The coupling terms pair into real numbers, and the closed channels have real coefficients, so the imaginary part is $\sum_{\rm open}k_n|t_n|^2=0$. The difference thus vanishes in all open channels. The equation for $n=0$ then makes it vanish in channel $-1$, and the equations below do so in turn for the rest. At the root of (4) the total transmission is therefore zero in the full model.

To locate it, let $\varepsilon=E-E_b-\omega$. Then $\kappa_1=\sqrt{g^2-2\varepsilon}\simeq g-\varepsilon/g$, and to leading order $D_2=\kappa_2-g$. Equation (4) gives

$$
\varepsilon_0=-\frac{g\lambda^2}{4(\kappa_2-g)} . \tag{5}
$$

Near resonance the bracket in the $n=-1$ equation is $(\varepsilon-\varepsilon_0)/g$, so $t_{-1}=-g\lambda t_0/[2(\varepsilon-\varepsilon_0)]$. Putting this into the equation for $n=0$, again without $t_1$,

$$
t_0=\frac{ik_0(\varepsilon-\varepsilon_0)}{(g+ik_0)(\varepsilon-\varepsilon_0)-g\lambda^2/4}. \tag{6}
$$

At $\varepsilon-\varepsilon_0=\lambda^2/4$ the terms in $g$ cancel and $|t_0|=1$, so a peak lies just above the zero. The denominator vanishes at

$$
\varepsilon-\varepsilon_0=\frac{g\lambda^2}{4(g+ik_0)}=\frac{g\lambda^2(g-ik_0)}{8\omega},
$$

where $g^2+k_0^2=2\omega$ was used. The full width is minus twice the imaginary part:

$$
\Gamma=\frac{g\lambda^2k_0}{4\omega},\qquad \frac{|\varepsilon_0|}{\Gamma}=\frac{\omega}{k_0(\kappa_2-g)} . \tag{7}
$$

The two-sideband model has the same form (6) with $\varepsilon_0=0$. To leading order in $\lambda$, its error is a displacement of the whole profile. Weaker drive shrinks displacement and width together, so their ratio stays fixed.

These leading-order results require $|\varepsilon_0|$ to be small compared with $g^2$. The width (7) also treats $k_0$ as constant across the resonance, which needs $|\varepsilon_0|\ll E$, so it fails close to threshold: for $\lambda=0.05\,g$ and $E_b+\omega=2|\varepsilon_0|$ the width of the peak in $|t_{-1}|^2$ is about $0.85$ of (7). Equation (5), and equation (6) with $k_0=\sqrt{2E}$ taken at each energy, remain accurate near threshold as long as the displaced zero lies above $E=0$.

## Comparison

For the example, $\lambda^2/4=0.0050$ eV and $\omega/g^2=0.75$. Hence

$$
\varepsilon_0=-\frac{0.0050}{0.5811}=-0.0086\ \text{eV},\qquad
\Gamma=0.0050\times\frac{0.7071}{0.75}=0.0047\ \text{eV}.
$$

Solving (1) with channels $-10$ to $10$ gives the same two values to these digits. The zero lies at $0.4914$ eV, displaced from the stated energy by $1.8$ widths.

| Quantity | Scaling | Solution |
|---|---|---|
| $\lvert t_{-2}\rvert$ at $E=0.5$ eV | 1 | 0.86 |
| displacement of zero (eV) | 0.02 | 0.0086 |
| width (eV) | 0.02 | 0.0047 |

Scaling finds the right powers of $\lambda$ and overstates the two energies by factors of about 2 and 4. Its useful result is the order-one size of $t_{-2}$, which the simple count of photons misses.

At $E=0.5$ eV the three-channel transmission is zero. Adding channel $-2$ alone raises it to $0.740$, and all channels from $-10$ to $10$ give $0.738$. Reducing $\lambda/g$ to $0.01$ at fixed $g$ and $\omega$ gives $0.7402$, in agreement with (3).

The profiles differ most near the resonance. At $0.005$ eV above the stated energy the two-sideband model gives $T=0.998$, close to its peak, and the full model gives $0.557$. At $0.020$ eV above, the values are $0.480$ and $0.433$. The full peak reaches $0.998$ instead of 1, a deficit within the terms of relative order $\lambda^2/g^2=0.01$ that (6) omits.

A separate test integrates the time-dependent Schrödinger equation from an initial plane wave, for $g=1$, $\lambda=0.8$, $\omega=1.5$ in atomic units. This is the case $\omega=3|E_b|$ under strong drive. At $E=E_b+\omega$ the late-time value of $|t_0|^2$ is $0.919$, as equation (1) gives. At the displaced zero it falls to $10^{-7}$. The numerical output below lists the remaining values.

## Table of computed values

```
bound-state energy: -1.000 eV
photon energy: 1.500 eV
incident energy: 0.500 eV
well strength g: 3.9038 eV angstrom
modulation lam: 0.3904 eV angstrom
ratio lam/g: 0.10 (no unit)
bound decay length 1/g: 1.9519 angstrom
incident wave number k0: 0.3623 1/angstrom
kappa_2 in channel -2: 0.8100 1/angstrom
k0/g: 0.7071; kappa_2/g: 1.5811 (no unit)
static T, no drive: 0.3333 (no unit)
two-sideband T at incident energy: 0.0e+00 (no unit)
two-sideband |t_-1|: 14.142 (no unit)
T at incident energy by channels kept (no unit):
  n = -1 to 1: 0.00000
  n = -2 to 1: 0.74042
  n = -2 to 2: 0.74042
  n = -3 to 3: 0.73813
  n = -10 to 10: 0.73813
full |t_-2|: 0.8584; |t_0|: 0.8584 (no unit)
full T at incident energy for weaker drive (no unit):
  lam/g = 0.10: 0.73813
  lam/g = 0.05: 0.73972
  lam/g = 0.02: 0.74017
  lam/g = 0.01: 0.74023
weak-drive limit formula: 0.74025 (no unit)
weak-limit T at photon = 3|Eb|: 1.0000 (no unit)
exact zero energy: 0.491381 eV
zero shift, full: -0.008619 eV
zero shift, formula: -0.008604 eV
full T at exact zero: 1.4e-27 (no unit)
peak minus zero, full: 0.004996 eV
peak minus zero, formula: 0.005000 eV
T at peak, full: 0.99833 (no unit)
width, full pole: 0.004693 eV
width, formula: 0.004714 eV
|zero shift|/width, formulas: 1.8251 (no unit)
offset from incident energy (eV): T two-sideband, T full
  -0.020: 0.2351, 0.1883
  -0.010: 0.1789, 0.0225
  -0.005: 0.1102, 0.7729
  +0.000: 0.0000, 0.7381
  +0.005: 0.9983, 0.5571
  +0.010: 0.6703, 0.4877
  +0.020: 0.4801, 0.4327
time-integration check, g=1, lam=0.8, w=1.5 (atomic units):
  |t_0|^2 at unshifted energy: 0.9190 (no unit)
  ladder value: 0.9189 (no unit)
  |t_0|^2 at exact zero: 9.9e-08 (no unit)
grid check, two-sideband zero: T = 2.1e-08 (no unit)
```
